# Added thermal resistance of a thin film under a strip heater, part 2

A long strip heater, $-w/2<x<w/2$, delivers a uniform flux $q$ (W/m²) to a film of thickness $d$ and conductivity $k_f$ on a substrate of conductivity $k_s$; $r=k_f/k_s$. Heating is steady, the film is isotropic, contact is perfect, and no heat leaves the surface outside the strip. Depth $z$ points down. The added resistance $R_{\rm add}$ (m² K/W) is the strip-averaged temperature rise $T$ with the film minus that without it, divided by $q$.

Hats denote transforms, $\hat f(k)=\int f(x)e^{-ikx}dx$, with wave number $k$ along the surface. The surface impedance $Z$ is the transformed surface temperature divided by the transformed entering flux. For the bare substrate, with a cold sink at depth $H$,

$$Z_s=\frac{s}{k_sk},\qquad s=\tanh(kH).\tag{3}$$

A half-space has $s=1$. With the film, where $Y=k_fk$ and $t=\tanh kd$,

$$Z=\frac{Z_s+t/Y}{1+YZ_st},\tag{4}$$

$$Z-Z_s=\frac tY\frac{1-Y^2Z_s^2}{1+YZ_st}.\tag{5}$$

The strip average over $0<k<\infty$ has the weight $(w/\pi)S^2$, of total 1, with $S=\sin(kw/2)/(kw/2)$. For a half-space the full layer result is $R_{\rm add}=(d/k_f)(1-r^2)F$, with

$$F=\frac w\pi\int_0^\infty S^2(k)\,g(kd)\,dk,\tag{10}$$

where $g(u)=\tanh u/[u(1+r\tanh u)]=1-ru+\dots$ for small $u=kd$. The first-order law is $F=1$:

$$R_{\rm add}\simeq\frac d{k_f}\left(1-\frac{k_f^2}{k_s^2}\right).\tag{11}$$

Its leading error, for $d\ll w$ and $rd\ll w$, is

$$1-F\simeq\frac{2d}{\pi w}\left\{r\left[\ln\frac wd+\gamma\right]+I(r)\right\},\tag{15}$$

$$I(r)=\int_0^1\left(h-\frac ru\right)du+\int_1^\infty h\,du,$$

with $h=(1-g)/u^2$ and Euler's constant $\gamma=0.5772$.

### 10. A film on glass

Take $d=200$ nm, $w=20$ µm, $k_f=0.4$ W/(m K) and $k_s=1.4$ W/(m K). These are round values in the regime of a porous organosilicate film on silica glass. Then $r=0.4/1.4=0.2857$, $r^2=0.0816$ and $d/w=0.01$.

The plain film resistance is $200\times10^{-9}/0.4=5.0\times10^{-7}$ m² K/W, or 0.500 mm² K/W. The first-order law gives

$$0.500\times(1-0.0816)=0.459\ \text{mm}^2\,\text{K/W}.$$

For the leading error, $I(r)=0.8113$ and $\ln100+\gamma=5.182$. The brace in (15) is $0.2857\times5.182+0.8113=2.292$. Multiplied by $2\times0.01/\pi$, it gives $1-F=0.0146$. Direct quadrature of (10) gives the same value, and the full layer result is 0.4525 mm² K/W. The two sides of (15) compare as follows.

| $d/w$ | $1-F$ | formula (15) |
|---|---|---|
| 0.1 | 0.1039 | 0.1040 |
| 0.01 | 0.01459 | 0.01459 |
| 0.001 | 0.001878 | 0.001878 |

On a silicon-like substrate with $k_s=140$ W/(m K), $r^2=8.2\times10^{-6}$. The first-order law is then 0.5000 mm² K/W and the full layer result 0.4972. The finite width of the strip, which takes off 0.6 %, matters far more there than the $r^2$ term.

### 11. Two tests

**Images.** With $E=e^{-2kd}$ we have $t=(1-E)/(1+E)$, and (4) for a half-space becomes

$$Z=\frac1{k_fk}\frac{r+t}{1+rt}=\frac1{k_fk}\frac{1+\Gamma E}{1-\Gamma E}
=\frac1{k_fk}\left(1+2\sum_{n\ge1}\Gamma^ne^{-2nkd}\right),\quad\Gamma=\frac{r-1}{r+1}.$$

In real space, $e^{-ak}/k$ is $-(1/2\pi)\ln(x^2+a^2)$ plus a constant. To see this, differentiate with respect to $a$: both forms give $-(1/\pi)\,a/(x^2+a^2)$. The constants cancel between film and bare substrate, since the weights sum to $(1+\Gamma)/(1-\Gamma)=r$ and $r/k_f=1/k_s$. Integrating these logarithms over the strip gives $F=0.985409$, equal to the Fourier value in all six digits. Because the image sum starts from (4), this checks the strip average but not the layer formula itself. The grid below tests that.

The image sum also gives the profile. The added temperature divided by the first-order law is 0.9964 at the centre. This deficit can be derived. The term $-rd|k|$ in $g$ corresponds in real space to a tail $rd/(\pi x^2)$. The part of it beyond both edges is missing at the centre:

$$2\int_{w/2}^\infty\frac{rd}{\pi x^2}dx=\frac{4rd}{\pi w}=\frac{4\times0.2857\times0.01}{\pi}=0.0036.$$

At an edge the strip covers half the line, so the ratio should be close to one half. Exactly at the edge it is 0.499, which is $1/2-rd/(\pi w)$. It rises steeply inward, so a cell mean depends on the cell width: 0.502 for the edge cell of about $3\times10^{-5}w$ used here, and 0.55 for a cell of $10^{-3}w$.

**A grid.** The heat equation was also solved by finite volumes in two dimensions, without any Fourier transform, for $d/w=0.05$ and a body 300 strip widths deep. In units of $w/k_s$, the added resistance for $r=0.5$ is 0.0691 on the grid and 0.0691 from the layer formula. For $r=2$ the values are −0.0608 and −0.0609, which confirms the cooling by a conducting film. The test required agreement within 1 %.

### 12. Alternating heating

Let the flux vary as $e^{i\Omega t}$, and let $C_f$ and $C_s$ be heat capacities per volume. In each layer the equation is now $\partial_z^2\hat T=\lambda^2\hat T$, with

$$\lambda_f^2=k^2+\frac{i\Omega C_f}{k_f},\qquad\lambda_s^2=k^2+\frac{i\Omega C_s}{k_s}.$$

The matching is unchanged, so (5) holds with $Y=k_f\lambda_f$, $Z_s=1/(k_s\lambda_s)$ and $t=\tanh\lambda_fd$. At first order $t/Y\to d/k_f$ as before. Write $m^2=i\Omega C_s/k_s$ and $c=C_fk_f/(C_sk_s)$. The remaining factor is

$$1-Y^2Z_s^2=1-\frac{k_f^2k^2+i\Omega C_fk_f}{k_s^2k^2+i\Omega C_sk_s}
=1-\frac{r^2k^2+cm^2}{k^2+m^2}.\tag{16}$$

It now depends on $k$. Let $A$ be the strip average of $k^2/(k^2+m^2)$; that of $m^2/(k^2+m^2)$ is then $1-A$. The latter function is the transform of $(m/2)e^{-m|x|}$, with the root of positive real part, so

$$1-A=\frac1w\int_{-w/2}^{w/2}\!\!dx\int_{-w/2}^{w/2}\!\!dx'\,\frac m2e^{-m|x-x'|}.$$

The inner integral is $1-\tfrac12e^{-m(x+w/2)}-\tfrac12e^{-m(w/2-x)}$. Integrating over $x$ and dividing by $w$ gives $1-(1-e^{-mw})/(mw)$. Therefore

$$\frac{R_{\rm add}}{d/k_f}\simeq1-r^2A-c(1-A),\qquad A=\frac{1-e^{-mw}}{mw}.\tag{17}$$

The depth reached by the heat is $1/|m|=\sqrt{k_s/(C_s\Omega)}$. If it is much larger than $w$, then $A\to1$ and the steady factor $1-r^2$ returns, up to a term $(r^2-c)\,mw/2$ that dominates when $r$ is close to 1 and $c\ne r^2$. If it is much smaller than $w$, but both $|\lambda_f|d$ and $\sqrt c\,|\lambda_f|d$ are still small, then $A\to0$ and the factor is $1-c$. The second condition, which comes from the denominator of (5), is the stricter one when $c\gg1$, as for a metal film on a polymer. The heat then flows straight down, and what the film relieves the substrate of is stored heat, not heat conducted sideways.

Take $C_f=1.2$ and $C_s=1.6$ MJ/(m³ K), so that $c=0.214$. The limits are 0.918 and 0.786. With $w/d=100$ the second is not seen as a plateau: at full $d$ the real part falls through 0.80, 0.77, 0.75 and 0.71 at 3, 10, 30 and 100 kHz.

| heating frequency | depth (µm) | law (17) | at full $d$ |
|---|---|---|---|
| 1 Hz | 373 | $0.9159-0.0025i$ | $0.9025-0.0025i$ |
| 100 Hz | 37 | $0.8937-0.0194i$ | $0.8800-0.0205i$ |
| 10 kHz | 3.7 | $0.8033-0.0181i$ | $0.7734-0.0397i$ |

A negative imaginary part is a lag behind the flux. The table is for a half-space; with a sink at 0.5 mm the 1 Hz value at full $d$ becomes $0.9030-0.0041i$, and the other rows keep their four digits. The larger gap at 10 kHz comes partly from heat stored in the film. At $k=0$ the denominator of (5) lowers the result by the fraction $YZ_s\lambda_fd=\sqrt c\,\lambda_fd$. Here $|\lambda_f|d=0.087$ and $\sqrt c=0.46$, and the phase is 45°. The change is about $-0.022-0.022i$, which accounts for the imaginary gap and most of the real one. The table treats the heater as storing no heat. A metal strip 100 nm thick with about 2.5 MJ/(m³ K), taken as one lumped capacity, hardly matters at 1 Hz but moves the 10 kHz value to roughly $0.73-0.08i$.

The grid also tested the layer formula with alternating heat, at $r=0.5$, $d/w=0.05$, $C_f=0.7\,C_s$ and $\Omega C_sw^2/k_s=4$. Both routes give $0.06215-0.00483i$ in units of $w/k_s$.

### 13. A heater that conducts sideways

A metal strip does not pass its heat straight down. Let it generate a uniform power $p$ per area, and let its sheet conductance be $G$, conductivity times thickness. The flux it delivers is

$$q(x)=p+G\,T''(x),\qquad T'(\pm w/2)=0.\tag{18}$$

Integration over the strip shows that the mean of $q$ is still $p$. Write $T=\mathcal Kq$ for the response of the body and $q=p-\mathcal MT$ with $\mathcal M=-G\,d^2/dx^2$. Both operators are symmetric. To first order a thin film changes $\mathcal K$ by the constant $\rho=(d/k_f)(1-r^2)$, so $\delta T=\rho q+\mathcal K\delta q$ and $\delta q=-\mathcal M\delta T$. Then

$$\int p\,\delta T=\int(q+\mathcal MT)\,\delta T=\int q\,\delta T-\int T\,\delta q ,$$

$$\int q\,\delta T=\rho\int q^2+\int q\,\mathcal K\delta q=\rho\int q^2+\int T\,\delta q .$$

Adding these, and dividing by $p^2w$,

$$R_{\rm add}=\rho\,\frac{\overline{q^2}}{p^2}\ge\rho\qquad(\rho>0).\tag{19}$$

The mean square is never below the square of the mean, so at first order in $d$ uneven flux raises the magnitude of the added resistance; for $r>1$ it makes it more negative. At finite $d$ the edge corrections compete with this. For a weakly conducting strip, $G/(k_sw)=0.01$ on glass at $d/w=0.01$, the ratio $R_{\rm add}/\rho$ is 0.983, slightly below the uniform-flux value 0.985.

On the bare substrate, however, $\overline{q^2}$ is infinite for any $G>0$. Very near an edge the metal is practically isothermal, and the surface beside it is insulated. The temperature below such a junction varies as the square root of the distance $\ell$ from it, and the flux as $\ell^{-1/2}$. Then $\int q^2d\ell$ diverges logarithmically. A film of finite thickness cuts off the divergence, so the ratio of $R_{\rm add}$ to $\rho$ should grow as $\ln(w/d)$ instead of approaching 1.

For a metal 100 nm thick with conductivity 200 W/(m K), $G/(k_sw)=2.0\times10^{-5}/2.8\times10^{-5}=0.71$ on the glass. Solving (18) with the image kernels gives $R_{\rm add}/\rho=1.17$, 1.51 and 1.89 at $d/w=10^{-2}$, $10^{-3}$ and $10^{-4}$. The steps of 0.34 and 0.38 per decade fit a logarithm. The uniform-flux condition is therefore essential to the law when $G/(k_sw)$ is of order 1. The unlimited growth relies on perfect contact. With a contact resistance of 0.01 mm² K/W under the metal in both measurements, the ratios are 1.16, 1.45 and 1.62, and the growth levels off.

### 14. The model beside a real measurement

A conductivity of a few tenths of a W/(m K) is usual for porous low-k films, and 1.4 is a rough value for silica glass. Glass is not the usual substrate of such films in circuits. Silicon is, and there the factor $1-r^2$ is 1 for practical purposes. For the glass example the neglected effects have these sizes.

- **Metal heater.** The ratio 1.17 replaces 0.985, which raises $R_{\rm add}$ by 19 %, to $1.17\times0.459=0.54$ mm² K/W. For steady heating this is the largest effect found, and it exceeds the whole $r^2$ correction. It is nearly unchanged up to 100 Hz, but at 10 kHz sideways conduction alone multiplies $R_{\rm add}$ by only about $1.04-0.06i$. On silicon $G/(k_sw)$ is a hundred times smaller, and the metal lowers the ratio slightly, from about 0.994 to 0.991.
- **Anisotropy.** For conductivities $k_x$ along and $k_z$ across the film, $\lambda_f=k\sqrt{k_x/k_z}$ and $Y=k_z\lambda_f=k\sqrt{k_xk_z}$. Then (5) gives $(d/k_z)(1-k_xk_z/k_s^2)$. With $k_x=1.5\,k_z$ the factor is 0.878 instead of 0.918.
- **Interface.** One extra interface of roughly 0.01 mm² K/W is 2 % of $R_{\rm add}$.
- **Substrate depth.** A sink at 0.5 mm changes $R_{\rm add}$ from 0.4525 to 0.4530 mm² K/W. The estimate $(d/k_f)\,r^2w/(\pi H)$, from averaging $1-\tanh^2kH$ with $S\simeq1$, gives the same 0.0005.
- **Carrier mean free path.** A rough 1 nm is 0.5 % of $d$, which suggests that Fourier's law is adequate.

The subtraction itself is demanding. With the sink at 0.5 mm, the bare glass under a strip much longer than this depth has a resistance of 22.6 mm² K/W, so the film adds 2 %. Averaged over the whole of a strip 1 mm long, the bare value is 20.4, while $R_{\rm add}$ changes by only 0.0003. At 0.2 W/mm² the substrate contributes 4.5 K and the film 0.09 K. An error of 1 % in the substrate part, 0.23 mm² K/W, would be half of $R_{\rm add}$. Suppose the glass conductivity drifts by a rough fraction $\beta=0.1$ % per kelvin. It then changes by about 0.5 % at the heater and not at all at the sink. Since $T+\beta T^2/2$ obeys the equation with constant conductivity, the substrate part changes by about $\beta T/2$, or 0.2 %. Radiation at 300 K, at most 6.1 W/(m² K), is 0.2 % of the substrate's conductance $k_s/H$. Left uncancelled, the drift would be about 11 % of $R_{\rm add}$ and the radiation up to 4 %. Each largely drops out of the subtraction if both measurements use the same flux, strip, emissivity and surroundings. Conduction into a surrounding gas has not been included, so the example supposes a vacuum.

The numerical output below gives the main values with more digits; several side values quoted above are not part of it.

## Computed results

```
film thickness d = 200 nm, strip width w = 20 um
kf = 0.4 W/(m K), ks = 1.4 W/(m K)
Cf = 1.2 MJ/(m3 K), Cs = 1.6 MJ/(m3 K)
r = kf/ks = 0.2857, r^2 = 0.0816, d/w = 0.010
plain d/kf = 0.5000 mm2 K/W
first-order law = 0.4592 mm2 K/W
full layer result = 0.4525 mm2 K/W
F from Fourier average = 0.985409
F from image sum = 0.985409
added T / law: strip centre 0.9964, edge 0.5017
I(r) = 0.8113
d/w = 0.100: 1-F = 0.103923, leading term 0.104033
d/w = 0.010: 1-F = 0.014591, leading term 0.014591
d/w = 0.001: 1-F = 0.001878, leading term 0.001878
finite volumes, d/w = 0.05, R_add in units w/ks:
 r=0.5, omega Cs w^2/ks=0: grid 0.06912, layer 0.06907+0.00000j
 r=2.0, omega Cs w^2/ks=0: grid -0.06081, layer -0.06089+0.00000j
 r=0.5, omega Cs w^2/ks=4: grid 0.06215-0.00483j, layer 0.06215-0.00483j
Cf kf/(Cs ks) = 0.2143
heating frequency, depth, R_add/(d/kf) by law and at full d:
 1 Hz, 373.18 um, 0.9159-0.0025j, 0.9025-0.0025j
 100 Hz, 37.32 um, 0.8937-0.0194j, 0.8800-0.0205j
 10000 Hz, 3.73 um, 0.8033-0.0181j, 0.7734-0.0397j
silicon-like ks = 140 W/(m K): r^2 = 8.16e-06
 first order 0.5000, full 0.4972 mm2 K/W
neglected effects on glass (rough inputs):
 one extra interface 0.010 mm2 K/W, share of R_add 0.0221
 in-plane kf x 1.5: factor 0.8776 instead of 0.9184
 substrate 0.5 mm on a sink: R_add 0.4530 mm2 K/W
 metal heater 100 nm, 200 W/(m K): sheet/(ks w) = 0.714
  d/w = 0.0100: R_add / first-order law = 1.1744
  d/w = 0.0010: R_add / first-order law = 1.5141
  d/w = 0.0001: R_add / first-order law = 1.8905
 bare substrate resistance 22.56 mm2 K/W, R_add share 0.0201
 flux 0.2 W/mm2: substrate rise 4.51 K, film adds 0.0905 K
 ks drift at 0.1 %/K: 0.0045 of substrate part
 radiation 6.12 W/(m2 K) at 300 K: h*depth/ks = 0.00219
 mean free path 1 nm: path/d = 0.0050
```
